**Hairpin probe: electron density from the vacuum and plasma resonances**

The program tests $n=(4\pi^2\varepsilon_0m/e^2)(f_r^2-f_0^2)$, where $n$ is the electron density, $f_0$ and $f_r$ are the resonance frequencies in vacuum and in plasma, $\varepsilon_0$ is the vacuum permittivity, and $m$ and $e$ are the electron mass and the elementary charge. It asserts that the permittivity obtained by integrating an electron's motion in time agrees with $1-f_p^2/f_r^2$, where $f_p$ is the plasma frequency. It diagonalizes the discretized equations for voltage, wire current and electron current, and asserts that the resonances lie at 2.5 and 3.0 GHz within the grid error. For a hairpin with a capacitive tip load, the two computed resonances must return the density that was put in. Further assertions cover the linear rule for a reading error, the quadratic dependence of the frequency shift on the collision rate, and the sheath formula within a series-capacitor model. The output gives $n=3.411\times10^{10}\ \mathrm{cm^{-3}}$ without a sheath and $3.961\times10^{10}\ \mathrm{cm^{-3}}$ for a sheath voltage fraction of 0.2. A 10 MHz error in $f_r$ changes the density by 2.19 percent.

## Verification by program

```python
"""
Hairpin resonator probe: electron density from two resonance frequencies.

Result under test (uniform cold collisionless plasma, no sheath):
    n = (4 pi^2 eps0 m / e^2) * (f_r^2 - f_0^2)
f_0 : resonance frequency in vacuum        f_r : resonance frequency in plasma
n   : electron density                     f_p : electron plasma frequency
eps0, m, e : vacuum permittivity, electron mass, elementary charge
Also tested: plasma permittivity, reading error, collision shift, sheath effect.
"""
import numpy as np
from scipy.constants import c, e, m_e, epsilon_0, pi
from scipy.integrate import solve_ivp


def density_from_resonances(f_vacuum, f_loaded):
    """Derived formula, density in m^-3."""
    return 4 * pi**2 * epsilon_0 * m_e / e**2 * (f_loaded**2 - f_vacuum**2)


def permittivity_from_motion(density, frequency):
    """Integrate one electron in an oscillating field; project its polarization."""
    field = 100.0
    omega = 2 * pi * frequency
    period = 1 / frequency
    samples = np.arange(400) * period / 400
    motion = solve_ivp(
        lambda t, y: [y[1], -e * field / m_e * np.cos(omega * t)],
        (0, period), [0.0, 0.0], method="DOP853", t_eval=samples,
        rtol=1e-10, atol=[1e-18, 1e-8], max_step=period / 50)
    amplitude = 2 * np.mean(motion.y[0] * np.cos(omega * samples))
    return 1 - density * e * amplitude / (epsilon_0 * field)


def line_resonance(arm_length, density, tip_length=0.0, cells=150):
    """Lowest oscillation of a two-wire line, shorted at one end, open at the other.

    Unknowns on a staggered grid: voltage, wire current, electron current.
    tip_length is a lumped tip capacitance given as an equivalent line length.
    """
    step = arm_length / cells
    weight = np.ones(cells)
    weight[-1] = 0.5 + tip_length / step
    difference = np.eye(cells) - np.eye(cells, k=-1)
    coupling = c / step * difference / np.sqrt(weight)
    electron = np.sqrt(density * e**2 / (epsilon_0 * m_e)) * np.eye(cells)
    zero = np.zeros((cells, cells))
    evolution = np.block([[zero, coupling.T, -electron],
                          [-coupling, zero, zero],
                          [electron, zero, zero]])
    omega = np.linalg.eigvalsh(1j * evolution)
    static_limit = 1e-3 * c / arm_length      # discards the static solutions
    return omega[omega > static_limit].min() / (2 * pi)


def damped_mode(f_vacuum, f_plasma, collision_rate):
    """Frequency and amplitude decay rate of the mode with electron friction."""
    w0, wp = 2 * pi * f_vacuum, 2 * pi * f_plasma
    evolution = np.array([[0, w0, -wp], [-w0, 0, 0], [wp, 0, -collision_rate]])
    values = np.linalg.eigvals(evolution)
    mode = values[np.argmax(values.imag)]
    return mode.imag / (2 * pi), -mode.real


# Inputs
f_0, f_r = 2.5e9, 3.0e9
reading_error = 10e6
collision_rate = 1e8
sheath_fraction = 0.2

# Result from the derived formula
n = density_from_resonances(f_0, f_r)
f_p = np.sqrt(n * e**2 / (epsilon_0 * m_e)) / (2 * pi)
arm = c / (4 * f_0)

# Permittivity: electron motion against the closed form
eps_motion = permittivity_from_motion(n, f_r)
eps_formula = 1 - f_p**2 / f_r**2
assert abs(eps_motion - eps_formula) < 1e-6
assert abs(eps_motion - f_0**2 / f_r**2) < 1e-6

# Resonances of the discretized line; grid error is of order 1e-5
f_0_line = line_resonance(arm, 0.0)
f_r_line = line_resonance(arm, n)
assert abs(f_0_line / f_0 - 1) < 5e-5
assert abs(f_r_line / f_r - 1) < 5e-5

# Blind trial: tip-loaded hairpin, density recovered from its two resonances
trial_density, trial_arm, trial_tip = 8.0e16, 0.026, 0.003
trial_f0 = line_resonance(trial_arm, 0.0, trial_tip)
trial_fr = line_resonance(trial_arm, trial_density, trial_tip)
recovered = density_from_resonances(trial_f0, trial_fr)
assert abs(trial_f0 / (c / (4 * trial_arm)) - 1) > 0.05   # the load matters
assert abs(recovered / trial_density - 1) < 1e-6

# Reading error: recomputed density against the linear rule
change = density_from_resonances(f_0, f_r + reading_error) / n - 1
linear_change = 2 * f_r * reading_error / (f_r**2 - f_0**2)
assert abs(change / linear_change - 1) < 0.01

# Collisions: the frequency shift must be quadratic in the collision rate
f_damped, decay = damped_mode(f_0, f_p, collision_rate)
f_damped_double, _ = damped_mode(f_0, f_p, 2 * collision_rate)
shift = f_damped - f_r
assert abs((f_damped_double - f_r) / shift - 4) < 0.04
assert abs(shift / f_r) < 1e-4

# Sheath: line charge coupled to plasma polarization, in series with vacuum layers
ratio = f_r**2 / f_0**2
fp2_sheath = f_r**2 * (ratio - 1) / (ratio - sheath_fraction)
coupled = np.array([[f_0**2, -f_0**2 * (1 - sheath_fraction)],
                    [-fp2_sheath, fp2_sheath]])
f_sheath_mode = np.sqrt(np.linalg.eigvals(coupled).real.max())
n_sheath = fp2_sheath * 4 * pi**2 * epsilon_0 * m_e / e**2
assert abs(f_sheath_mode / f_r - 1) < 1e-9
assert abs(n_sheath / n - ratio / (ratio - sheath_fraction)) < 1e-9
assert n_sheath > n

# The requested value
assert abs(n * 1e-6 / 3.4e10 - 1) < 0.01

n_mistaken = density_from_resonances(0.0, f_r - f_0)

print(f"vacuum resonance f0: {f_0/1e9:.2f} GHz")
print(f"plasma resonance fr: {f_r/1e9:.2f} GHz")
print(f"f0 squared: {f_0**2/1e18:.2f} GHz^2")
print(f"fr squared: {f_r**2/1e18:.2f} GHz^2")
print(f"fp squared: {(f_r**2-f_0**2)/1e18:.2f} GHz^2")
print(f"plasma frequency fp: {f_p/1e9:.3f} GHz")
print(f"factor 4 pi^2 eps0 m/e^2: {n/(f_r**2-f_0**2):.5f} m^-3 s^2")
print(f"electron density: {n:.3e} m^-3")
print(f"electron density: {n*1e-6:.3e} cm^-3")
print(f"equivalent arm length c/(4 f0): {arm*100:.3f} cm")
print(f"wavelength on wires, vacuum at f0: {c/f_0*100:.2f} cm")
print(f"wavelength on wires, plasma at fr: "
      f"{c/(f_r*np.sqrt(eps_motion))*100:.2f} cm")
print(f"permittivity at fr, from motion: {eps_motion:.5f} (no unit)")
print(f"permittivity at fr, from formula: {eps_formula:.5f} (no unit)")
print(f"line model, vacuum resonance: {f_0_line/1e9:.5f} GHz")
print(f"line model, plasma resonance: {f_r_line/1e9:.5f} GHz")
print(f"blind trial, arm length: {trial_arm*100:.2f} cm")
print(f"blind trial, tip load as length: {trial_tip*100:.2f} cm")
print(f"blind trial, density put in: {trial_density*1e-6:.3e} cm^-3")
print(f"blind trial, vacuum resonance: {trial_f0/1e9:.4f} GHz")
print(f"blind trial, plasma resonance: {trial_fr/1e9:.4f} GHz")
print(f"blind trial, density recovered: {recovered*1e-6:.3e} cm^-3")
print(f"mistaken density from fp = fr - f0: {n_mistaken*1e-6:.2e} cm^-3")
print(f"reading error in fr: {reading_error/1e6:.0f} MHz")
print(f"density change, recomputed: {change*100:.2f} percent")
print(f"density change, linear rule: {linear_change*100:.2f} percent")
print(f"collision rate: {collision_rate:.1e} s^-1")
print(f"resonance shift by collisions: {shift/1e3:.2f} kHz")
print(f"amplitude decay rate by collisions: {decay:.3e} s^-1")
print(f"sheath voltage fraction s: {sheath_fraction:.2f} (no unit)")
print(f"ratio r = fr^2/f0^2: {ratio:.3f} (no unit)")
print(f"density with sheath: {n_sheath*1e-6:.3e} cm^-3")
print(f"density factor with sheath: {n_sheath/n:.3f} (no unit)")
print("finished without a failed check")
```

Output:

```
vacuum resonance f0: 2.50 GHz
plasma resonance fr: 3.00 GHz
f0 squared: 6.25 GHz^2
fr squared: 9.00 GHz^2
fp squared: 2.75 GHz^2
plasma frequency fp: 1.658 GHz
factor 4 pi^2 eps0 m/e^2: 0.01240 m^-3 s^2
electron density: 3.411e+16 m^-3
electron density: 3.411e+10 cm^-3
equivalent arm length c/(4 f0): 2.998 cm
wavelength on wires, vacuum at f0: 11.99 cm
wavelength on wires, plasma at fr: 11.99 cm
permittivity at fr, from motion: 0.69444 (no unit)
permittivity at fr, from formula: 0.69444 (no unit)
line model, vacuum resonance: 2.49999 GHz
line model, plasma resonance: 2.99999 GHz
blind trial, arm length: 2.60 cm
blind trial, tip load as length: 0.30 cm
blind trial, density put in: 8.000e+10 cm^-3
blind trial, vacuum resonance: 2.5867 GHz
blind trial, plasma resonance: 3.6250 GHz
blind trial, density recovered: 8.000e+10 cm^-3
mistaken density from fp = fr - f0: 3.10e+09 cm^-3
reading error in fr: 10 MHz
density change, recomputed: 2.19 percent
density change, linear rule: 2.18 percent
collision rate: 1.0e+08 s^-1
resonance shift by collisions: -9.94 kHz
amplitude decay rate by collisions: 1.528e+07 s^-1
sheath voltage fraction s: 0.20 (no unit)
ratio r = fr^2/f0^2: 1.440 (no unit)
density with sheath: 3.961e+10 cm^-3
density factor with sheath: 1.161 (no unit)
finished without a failed check
```
